# Updating an Inverse Slater Matrix: Cost, Rounding Error and Recomputation Interval

A Monte Carlo code that moves one electron at a time must decide how many accepted moves to let pass before it rebuilds the inverse Slater matrix from scratch, and whether single precision is good enough in between. Rebuilding too often wastes the advantage of the update. Rebuilding too seldom lets rounding error grow in the rows of electrons that rarely move, and from there enter the acceptance probabilities. For the model computed below, with 33 electrons of which one is held fixed to stand for a rarely moving electron, rebuilding after 1650 accepted moves costs about 1% extra arithmetic and keeps the row errors well inside the limit adopted for single precision.

## The scheme

Consider $N$ electrons of one spin and $N$ real orbitals $\phi_j$. The Slater matrix is

$$D_{ij}=\phi_j(\mathbf r_i),\qquad M=D^{-1}.$$

Rows belong to electrons and columns to orbitals. Let $d_i^T$ be row $i$ of $D$, $M_j$ column $j$ of $M$, and $e_k$ the $k$th unit vector. A trial move of electron $k$ replaces $d_k^T$ by $v^T$, with $v_j=\phi_j(\mathbf r_k')$. The determinant ratio and, if the move is accepted, the new inverse are

$$R=\frac{\det D'}{\det D}=v^TM_k,$$

$$M'_k=\frac{M_k}{R},\qquad M'_j=M_j-M_k\frac{v^TM_j}{R}\quad(j\ne k).$$

These formulas require $D$ to be nonsingular and $R\ne0$. In pseudocode, with a refresh rule justified further on:

```
M = inverse(D); count = 0; pending = false
for each trial move of electron k:
    v = orbitals at the trial position
    R = dot(v, M[:,k])
    if the move is rejected: continue
    w = v M                      # row vector
    c = M[:,k] / R
    M = M - outer(c, w)
    M[:,k] = c                   # assign, do not subtract
    D[k,:] = v; count = count + 1
    if pending: q = q * R
    else if |R| < rho: pending = true; q = R
    recovered = pending and |q| >= 0.1
    if count >= K or recovered:
        M = inverse(D); count = 0
        if recovered: pending = false
```

The variable `q` is the determinant relative to its value before the small ratio. The recovery level 0.1 is a convention, not an optimized value.

Column $k$ must be assigned. The $k$th component of `w` is $R$, so the subtraction leaves $M_k-(M_k/R)R=0$ there, apart from rounding. One could instead subtract 1 from that component first, which would form $M_k-M_k(R-1)/R$. For large $|R|$ this is a small difference of two nearly equal vectors, whereas $M_k/R$ involves no cancellation.

## Derivation

**The ratio.** Expand both determinants along row $k$. The cofactors $C_{kj}$ do not contain that row, so they are the same before and after the move. Since $M_{jk}=C_{kj}/\det D$,

$$\det D'=\sum_j v_jC_{kj}=\det D\sum_j v_jM_{jk}=R\,\det D .$$

**The inverse.** Write the change of one row as a rank-one matrix:

$$D'=D+e_ka^T,\qquad a=v-d_k .$$

Multiply from the left by $M$ and put $c=Me_k=M_k$:

$$MD'=I+ca^T .$$

Then $M'=(D')^{-1}=(MD')^{-1}M=(I+ca^T)^{-1}M$. To invert $I+ca^T$, try $I-\alpha ca^T$ with a number $\alpha$:

$$(I+ca^T)(I-\alpha ca^T)=I+\left[1-\alpha-\alpha\,a^Tc\right]ca^T .$$

The bracket vanishes for $\alpha=1/(1+a^Tc)$. Because $DM=I$, we have $d_k^TM_k=1$, and therefore

$$a^Tc=v^TM_k-d_k^TM_k=R-1,\qquad \alpha=\frac1R .$$

Also $a^TM=v^TM-d_k^TM=v^TM-e_k^T$. Hence

$$M'=M-\frac{M_k\,(v^TM-e_k^T)}{R}.$$

For column $j\ne k$ the term $e_k^T$ does not contribute, which gives the second update formula. For column $k$ the result is $M_k-M_k(R-1)/R=M_k/R$.

## Cost

The product $v^TM$ takes $N^2$ multiplications and $N(N-1)$ additions. Forming $c$ takes $N$ divisions. The outer product and its subtraction take $N^2$ operations each. The sum is

$$N^2+N(N-1)+N+N^2+N^2=4N^2 .$$

For comparison, in-place Gauss–Jordan inversion without pivoting treats each of $N$ pivots with $N$ divisions and then changes $N-1$ other rows at $2N$ operations each:

$$N\left[N+2N(N-1)\right]=2N^3-N^2 .$$

With $N=33$ these are 4356 and 70785 operations, as the program finds with numbers that count their own arithmetic. A rejected move needs about $2N$ operations for $R$ and no update. Orbital evaluation is not included in any of these counts.

One inversion every $K$ accepted moves therefore adds, relative to the updates and for large $N$, the fraction

$$\frac{2N^3}{4N^2K}=\frac{N}{2K}.$$

If this may be at most $f$, then $K\ge N/(2f)$. This compares operation counts. Elapsed time also depends on memory traffic and the linear-algebra library, so a production code should time both operations and use their measured ratio.

## What an update does to an old error

Suppose the stored matrix is $\tilde M$ instead of $M$, and define its residual

$$X=D\tilde M-I .$$

Apply one update in exact arithmetic, with $\tilde R=v^T\tilde M_k\ne0$ and $w^T=v^T\tilde M-e_k^T$:

$$\tilde M'=\tilde M-\frac{\tilde M_kw^T}{\tilde R}.$$

For the moved row,

$$v^T\tilde M'=v^T\tilde M-\frac{\tilde R\,w^T}{\tilde R}=e_k^T,$$

so row $k$ of the new residual is zero. For another row, $d_i^T\tilde M=e_i^T+X_{i\cdot}$ and, since $i\ne k$, $d_i^T\tilde M_k=X_{ik}$. Thus

$$X'_{i\cdot}=X_{i\cdot}-X_{ik}\frac{w^T}{\tilde R}.$$

The $k$th component of $w$ is $\tilde R-1$, so in column $k$

$$X'_{ik}=X_{ik}\left(1-\frac{\tilde R-1}{\tilde R}\right)=\frac{X_{ik}}{\tilde R}.$$

A small ratio magnifies this part of the old residual by $1/|\tilde R|$. In the program an error is planted in the inverse and a move with $\tilde R=0.010002$ is made. The measured gain is 99.98, which equals $1/0.010002$.

This does not mean that every small ratio permanently multiplies the error. If $\tilde M$ is nonsingular, it is the exact inverse of some matrix $\tilde D=D+B$. The update algebra applied to $\tilde M$ replaces row $k$ of $\tilde D$ by the correct row $v^T$ and leaves its other rows alone. Row $k$ of $B$ becomes zero, and the other rows of $B$ are unchanged. The residual is

$$X=(D-\tilde D)\tilde M=-B\tilde M .$$

It grows at a small ratio because $\tilde M$ grows, not because the inherited $B$ does. If the electron returns to its old position, $\tilde M$ shrinks again, as shown below. A recovered determinant alone does not guarantee this: the diagonal matrix with entries $1/\varepsilon$ and $\varepsilon$ has determinant 1, but its inverse contains $1/\varepsilon$.

It follows that in exact arithmetic an inherited error is gone once every electron has made an accepted move, provided no intermediate $\tilde R$ vanishes. A test with exact fractions starts from a deliberately wrong $5\times5$ inverse. Before the last row is replaced, five entries of $D\tilde M$ are still wrong; afterwards none is.

## What rounding adds

Real updates also create new errors. Let $u$ be the unit roundoff, about $6\times10^{-8}$ in single and $1.1\times10^{-16}$ in double precision. If rounding adds $\Delta$ to the updated inverse, the matrix it represents changes, to first order in $\Delta$, by

$$(\tilde M'+\Delta)^{-1}-\tilde D'\simeq-\tilde D'\Delta\tilde D' .$$

In general this touches all rows, including those of electrons that did not move.

**At a small ratio.** Take $R=\varepsilon$ with $|\varepsilon|\ll1$. The sum $v^TM_k$ then cancels to a small number. Its absolute rounding error is of order $u\sum_j|v_jM_{jk}|$, so its relative error is of order $u/|\varepsilon|$ when that sum is of order one. Since $M'$ contains $1/R$, it inherits this relative error.

A fresh inversion at the same point is not safe from the loss, because the matrix itself is nearly singular. At $R=10^{-8}$ in double precision, the relative error of the whole inverse, in the Frobenius norm and averaged geometrically over three pairs of electrons, is $3.5\times10^{-8}$ after the update and $4.4\times10^{-8}$ after direct inversion. The reference is an inversion with 40 digits.

**After the return.** Now move electron $k$ back to its old position. Put $c=M_k$ and $s_j=v^TM_j$. At the small-ratio point,

$$M'_k=\frac c\varepsilon,\qquad M'_j=M_j-\frac{s_j}{\varepsilon}c .$$

Using $d_k^Tc=1$ and $d_k^TM_j=0$ for $j\ne k$, the return ratio is $R'=d_k^TM'_k=1/\varepsilon$, and $d_k^TM'_j=-s_j/\varepsilon$. The return update gives

$$M''_j=M'_j-M'_k\frac{-s_j/\varepsilon}{1/\varepsilon}=M'_j+\frac{s_j}{\varepsilon}c=M_j .$$

The large terms cancel, as they must. Suppose, however, that columns $j$ and $k$ were stored with errors $\delta_j$ and $\delta_k$. Varying the return formula to first order gives three contributions. The direct one is $\delta_j$, and its effect on the numerator $d_k^TM'_j$ gives $-c\,(d_k^T\delta_j)$. The error $\delta_k$ enters through the factor $M'_k$ and through $R'$, giving $s_j\delta_k-s_jc\,(d_k^T\delta_k)$. Together,

$$\delta''_j=(I-c\,d_k^T)(\delta_j+s_j\delta_k).$$

No factor $\varepsilon$ appears to undo the loss in these columns $j\ne k$. Only column $k$ itself, which the return divides by $R'=1/\varepsilon$, recovers. Rounding entries of size $1/|\varepsilon|$ makes errors of order $u/|\varepsilon|$, and these generally survive while the inverse returns to its ordinary size. One part does disappear: $(I-c\,d_k^T)c=0$, so an error parallel to $c$ is removed. The error made in $R$ is of this kind, because $R$ only scales multiples of $c$.

The excursions in the program move an electron towards another one of the same spin, where two rows become equal and the determinant vanishes. The errors after returning, relative to the starting inverse and averaged geometrically over eight pairs, are:

| $R$ | updated throughout | inverted at small $R$ |
|---|---|---|
| $10^{-2}$ | $5.1\times10^{-15}$ | $1.5\times10^{-14}$ |
| $10^{-4}$ | $3.9\times10^{-13}$ | $1.5\times10^{-12}$ |
| $10^{-6}$ | $3.8\times10^{-11}$ | $1.4\times10^{-10}$ |
| $10^{-8}$ | $4.2\times10^{-9}$ | $1.5\times10^{-8}$ |

The fitted power of $R$ in the middle column is $-0.99$, in agreement with the predicted $-1$. A fresh inverse at the starting point has a relative error of only $1.2\times10^{-15}$. Inverting at the small-ratio point does not help; here it leaves an error three to four times larger than updating does, a factor whose origin was not investigated. The useful time to invert is after the determinant has recovered, which is why the pseudocode waits.

## How often small ratios are accepted

Assume Metropolis sampling of $|\Psi|^2$ with symmetric proposals and a wave function consisting of this determinant alone. Near a node the acceptance probability is $R^2$. If the proposed ratios have a continuous probability density with value $p_0$ at $R=0$, the fraction of proposals that are accepted with $|R|<\varepsilon$ is, for small $\varepsilon$,

$$\int_{-\varepsilon}^{\varepsilon}p_0R^2\,dR=\frac{2p_0\varepsilon^3}{3}.$$

The run gives $p_0=0.248$, from the proposals with $|R|<0.05$ and with a statistical uncertainty of a few percent, which carries over to the numbers derived from it. For $\varepsilon=0.2$ the formula predicts $2(0.248)(0.2)^3/3=1.32\times10^{-3}$, and the count is $1.33\times10^{-3}$. The count rests on about 96 events among 72320 proposals, so its statistical uncertainty is about 10% and the closer agreement is accidental. Extrapolated to $\varepsilon=10^{-3}$ with the measured acceptance of 0.548, the mean wait is

$$\frac{0.548}{2(0.248)(10^{-3})^3/3}=3.3\times10^{9}$$

accepted moves. The rare-event branch of the pseudocode therefore costs almost nothing in this model.

The protection comes from the factor $R^2$ and can be lost. In a sum of several determinants, one of them may vanish where $\Psi$ does not. The move can then be accepted with a finite probability. If the accepted ratios of that determinant have a finite, nonzero probability density at $R=0$, the fraction with $|R|<\varepsilon$ falls only as $\varepsilon$. If its ratio is zero, its inverse does not exist and the update cannot be used. Diffusion Monte Carlo has other acceptance rules, so the cubic law should not be carried over without a separate derivation.

## Growth between recomputations

Each accepted move adds a small rounding error to every row of $B$, and an accepted move of that row's own electron removes what was inherited. Assume that the increments have zero mean, finite variance and negligible correlation. A row that has not moved during $n$ accepted moves then has the typical error

$$b(n)\simeq g\sqrt n,$$

where $b$ is the norm of the row error divided by the norm of the row, and $g$ depends on the system and the precision. This is a statistical model, not a bound.

Now let $m$ electrons be equally likely to make each accepted move. The age $A$ of a row, counted in accepted moves since its own last one, satisfies $P(A\ge s)=(1-1/m)^s$. For a simple estimate, neglect the rounding error that a row receives in its own move. After $n$ moves since the last inversion, errors have then accumulated over $\min(A,n)$ moves, whose mean is

$$\sum_{s=1}^{n}\left(1-\frac1m\right)^s=(m-1)\left[1-\left(1-\frac1m\right)^n\right].$$

For $n\gg m$ this tends to $m-1$. The error of regularly moved rows should level off near $g\sqrt{m-1}$, while that of an unmoved row continues to grow.

The program examines this for 33 free fermions in a periodic cube, with plane-wave orbitals in closed shells. Each trial step is uniform within $\pm0.15$ box sides per coordinate. One electron is held fixed and the other 32 move. Because the density $|\Psi|^2$ is unchanged by a common translation, fixing one electron does not select special relative positions. Orbital rows are rounded to single precision before either inverse uses them, so the comparison isolates errors of the inverse. Each of 24 stretches begins with an inverse computed in double precision and rounded to single, and acceptance is decided with the double-precision ratio, so only the updates are done in single precision. The medians over the stretches, with the moved rows combined as a root mean square, are:

| accepted moves | unmoved row | moved rows |
|---|---|---|
| 33 | $8.7\times10^{-7}$ | $7.2\times10^{-7}$ |
| 99 | $1.5\times10^{-6}$ | $9.0\times10^{-7}$ |
| 330 | $2.9\times10^{-6}$ | $9.1\times10^{-7}$ |
| 1650 | $7.7\times10^{-6}$ | $1.1\times10^{-6}$ |

From 33 to 1650 moves the unmoved-row error grows with a power of 0.56, close to the model's 0.5. Between 99 and 1650 moves the moved-row error rises by a factor of 1.22, and the unmoved-row error by about 5. At the end their ratio is 7.0; the model gives $\sqrt{1650/31}=7.3$. In double precision the unmoved-row error at 1650 moves is $1.4\times10^{-14}$. The two precisions differ by a factor of $5.5\times10^8$, close to the ratio of their unit roundoffs, $5.4\times10^8$.

## Choosing the interval

Cost sets a lower limit on $K$. The growth of an unmoved row sets an upper limit through $g\sqrt K\le\tau$, where $\tau$ is the tolerated relative row error:

$$\frac{N}{2f}\le K\le\left(\frac{\tau}{g}\right)^2 .$$

For $f=0.01$ the lower limit is $33/0.02=1650$. The single-precision data give

$$g=\frac{7.73\times10^{-6}}{\sqrt{1650}}=1.9\times10^{-7}.$$

With $\tau=10^{-4}$ the upper limit is $(10^{-4}/1.9\times10^{-7})^2\approx2.8\times10^5$ accepted moves. It is an extrapolation well beyond the measured range. The choice $K=1650$ stays within that range and costs $70785/(1650\times4356)=0.985\%$ extra. It presumes, as in the runs, that each inversion is done in double precision and its result rounded to single; inversion in single precision was not tested. In double precision the same formula gives about $8\times10^{22}$, which says only that ordinary rounding does not determine the interval there.

A tolerance on rows is not the same tolerance on ratios. From $\tilde M^{-1}=D+B$,

$$\tilde M-M=M(D-\tilde D)\tilde M=-MB\tilde M,$$

$$\tilde R-R=-v^TMB\tilde M_k .$$

Large entries of the inverse can thus turn a small row error into a larger ratio error. At $K=1650$ in single precision, the absolute error of $R$ for trial moves has a median of $1.0\times10^{-6}$, but its 99th percentile is $1.0\times10^{-4}$. The percentile comes from only 792 trial moves, 33 in each of 24 configurations. Moves in one configuration share the same inverse, so the percentile is only a rough indication of the tail: with 60 configurations it comes out near $2\times10^{-5}$, about four times smaller, while the median shifts only to $8\times10^{-7}$. In that larger sample the median at 33 moves is $2\times10^{-7}$, but the 99th percentile is not smaller than at 1650 moves. The row data show how much a shorter interval reduces $B$, but not how much it reduces the ratio errors, which also depend on the inverse. All rows of $D$ have the same norm, so the squared norm of $B$ is proportional to $7.73^2+32(1.11)^2\approx99$ at 1650 moves and to $0.873^2+32(0.724)^2\approx18$ at 33 moves. Estimated from these medians, a fifty times shorter interval thus reduces the norm of $B$ by a factor of only about 2.4, whereas double precision reduced the row error by the ratio of roundoffs.

For another system, $g$ has to be measured. Just before a scheduled inversion, compute $X=D\tilde M-I$ in higher precision; to first order $B\simeq-XD$. Inspect the rows of the electrons that have waited longest. Electrons whose moves are seldom accepted are the ones to which the upper limit applies. In the model this limit exists only because one electron is held fixed: when all 33 move, the row errors stay of order $10^{-6}$ over 40000 accepted moves without any inversion. If the two limits leave no window, accuracy should decide, or the inverse should be kept in higher precision.

The threshold `rho` can be estimated in the same spirit. The excursion data correspond to a relative error, just after the return, of about $4.2\times10^{-17}/|R|$ in double precision. Scaled by the ratio of roundoffs, this is about $2.3\times10^{-8}/|R|$ in single precision, or $2\times10^{-5}$ at $|R|=10^{-3}$. With a single-precision threshold of $10^{-3}$, an excursion that just escapes it would leave a relative error of about this size in the inverse. From then on it is an inherited error: it is removed row by row as the other electrons make accepted moves, which in this model takes about 130 moves, and it stays only in the rows of electrons that do not move. This is a different measure from the row tolerance $\tau$, so the comparison with $\tau=10^{-4}$ is only a rough guide, and the scaling to single precision was not tested.

The threshold does not detect a determinant that becomes nearly singular through several moderately small ratios. Comparing the old and new inverses at each scheduled refresh costs of order $N^2$ operations. If the new inverse is much the more accurate of the two, the difference reveals the error present in the stored inverse at that moment, though not errors that later moves have already removed or errors in $D$ itself. If the difference is large, invert again after further moves and shorten the interval or raise the precision.

## Computed results

```
electrons = orbitals N: 33
maximum step per coordinate: 0.15 box sides
ordinary move, ratio from update: 0.88225348
ordinary move, ratio from determinants: 0.88225348
ordinary move, relative error of inverse: 2.1e-15
operations per update: 4356
operations per inversion: 70785
exact test, wrong entries before last row: 5
exact test, wrong entries after last row: 0
planted residual, ratio: 0.010002
planted residual, measured gain in column k: 99.9800
fresh inverse at start, relative error: 1.2e-15
R=1e-02: error after return 5.1e-15, if inverted at small R 1.5e-14
R=1e-02: error at small R, updated 5.4e-14, fresh 4.6e-14
R=1e-04: error after return 3.9e-13, if inverted at small R 1.5e-12
R=1e-06: error after return 3.8e-11, if inverted at small R 1.4e-10
R=1e-08: error after return 4.2e-09, if inverted at small R 1.5e-08
R=1e-08: error at small R, updated 3.5e-08, fresh 4.4e-08
power of R in error after return: -0.988
single, 33 accepted: row error unmoved 8.73e-07, moved 7.24e-07
single, 99 accepted: row error unmoved 1.51e-06, moved 9.04e-07
single, 330 accepted: row error unmoved 2.88e-06, moved 9.13e-07
single, 1650 accepted: row error unmoved 7.73e-06, moved 1.11e-06
double, 1650 accepted: row error unmoved 1.42e-14, moved 2.28e-15
growth power of unmoved-row error: 0.558
moved-row error, 1650 over 99 accepted: 1.22
unmoved over moved row error at 1650: 6.99
single over double unmoved-row error: 5.46e+08
single over double unit roundoff: 5.37e+08
proposals: 72320, acceptance: 0.548
density of proposed R at zero: 0.248
accepted with |R|<0.2, per proposal: 1.33e-03
same from cubic law: 1.32e-03
accepted moves per event |R|<1e-03: 3.3e+09
allowed extra cost: 1.0 percent
row-error tolerance: 1e-04
lowest interval from cost: 1650 accepted moves
highest interval, single: 2.8e+05 accepted moves
highest interval, double: 8.2e+22 accepted moves
chosen interval: 1650 accepted moves
counted extra cost: 0.985 percent
single, ratio error at interval, median: 1.0e-06
single, ratio error, 99th percentile: 1.0e-04
```
